# Why Shifting a Crystal on a Grid Changes Its Exchange-Correlation Energy

**Q:** I moved every atom of a crystal by the same small vector in a plane-wave calculation. The total energy changed, and the forces no longer added up to zero. Empty space has no preferred origin, so what did the crystal move relative to?

**A:** It moved relative to the points on which the exchange-correlation (XC) energy is summed. I assume the kinetic, Hartree and ionic terms are evaluated in Fourier space, where a common translation only multiplies coefficients by phases that cancel in the energy. XC is different: it is a nonlinear function of the density, evaluated point by point.

Take a cubic cell of side \(a\) and volume \(\Omega=a^3\), with \(N\) points per edge and spacing \(h=a/N\). Let \(f(\mathbf r)\) be the XC energy per volume, built from the density \(n\) and perhaps its gradient at the same place. If the density moves rigidly by \(\mathbf s\), so does \(f\), and the computed energy is

\[
E_N(\mathbf s)=\frac{\Omega}{N^3}\sum_j f(\mathbf r_j-\mathbf s).
\]

The points \(\mathbf r_j\) stay put. A shift by a whole spacing merely relabels them, but a smaller shift samples \(f\) at new places. I use Hartree atomic units and take the density and gradient at each point to be exact.

**Q:** A sum over a full period is usually very accurate. Which part of \(f\) does it get wrong?

**A:** Expand \(f\) in the crystal's reciprocal vectors:

\[
f(\mathbf r)=\sum_{\mathbf G}f_{\mathbf G}e^{i\mathbf G\cdot\mathbf r},\qquad
f_{\mathbf G}=\frac1\Omega\int_\Omega f(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}\,d^3r .
\]

If this series converges absolutely, the two sums may be exchanged:

\[
E_N(\mathbf s)=\Omega\sum_{\mathbf G}f_{\mathbf G}e^{-i\mathbf G\cdot\mathbf s}
\left[\frac1{N^3}\sum_j e^{i\mathbf G\cdot\mathbf r_j}\right].
\]

The bracket is a product of three one-axis averages. On an axis where \(G=2\pi l/a\) and \(r_j=ja/N\), the average is a geometric series:

\[
\frac1N\sum_{j=0}^{N-1}e^{2\pi i lj/N}
=\frac1N\,\frac{1-e^{2\pi i l}}{1-e^{2\pi i l/N}}=0
\]

unless \(l\) is a multiple of \(N\). In that case every term is 1 and so is the average. The surviving vectors, called \(\mathbf K\), have components that are multiples of \(2\pi/h\). Hence

\[
E_N(\mathbf s)=\Omega\sum_{\mathbf K}f_{\mathbf K}e^{-i\mathbf K\cdot\mathbf s}.
\]

The term \(\mathbf K=0\) is the true integral. The others are waves that equal 1 at every grid point, so the grid mistakes them for a constant. That is aliasing. Their phase depends on where the crystal sits, and the energy acquires a ripple of period \(h\).

**Q:** How does the ripple become a force?

**A:** Shift along \(x\) and keep the two vectors \(\pm K\), with \(K=2\pi/h\). Since \(f\) is real, \(f_{-K}=f_K^*\). Writing \(f_K=|f_K|e^{i\phi}\) gives

\[
E_N(s)-E_N^{(0)}\simeq 2\Omega|f_K|\cos(Ks-\phi),
\]
\[
F=-\frac{dE_N}{ds}\simeq 2\Omega K|f_K|\sin(Ks-\phi),
\]

where \(E_N^{(0)}\) collects the terms that do not change with \(s\): the true integral and the aliased waves along \(y\) and \(z\). Those waves add a constant error, so the total energy error can be larger than the ripple. \(F\) is the force on the whole cell.

If the crystal has an inversion centre at the origin, \(f_K\) is real. At \(s=h/2\) the phase is \(Kh/2=\pi\), and at \(s=h/4\) it is \(\pi/2\), so

\[
E_N(0)-E_N(h/2)\simeq4\Omega f_K,
\]
\[
F(h/4)\simeq2\Omega Kf_K=\frac{\pi}{h}\,[E_N(0)-E_N(h/2)].
\]

The force vanishes at \(s=0\) by symmetry, although the energy error there is at an extremum. Zero drift with an atom on a grid point is therefore no evidence of convergence. The curvature is wrong as well: at \(s=0\) this pair adds \(-2\Omega K^2f_K\) to \(d^2E_N/ds^2\), so a uniform translation acquires a spurious stiffness, negative when \(f_K>0\).

**Q:** Can I see the failure directly in the force formula, without Fourier series?

**A:** Yes. In the local density approximation (LDA), \(f\) depends on \(n\) alone and \(v_{xc}=df/dn\). The chain rule gives \(dn(\mathbf r_j-\mathbf s)/ds=-\partial_xn\), and the minus sign in the definition of force cancels this one:

\[
F=\frac{\Omega}{N^3}\sum_j v_{xc}(n_j)\,\partial_xn_j ,
\]

with \(n\) and its slope taken at \(\mathbf r_j-\mathbf s\). Each term is \(\partial_xf\). The integral of \(\partial_xf\) over a period is zero because \(f\) returns to its starting value. A finite sum of slopes has no such guarantee. It equals \(\Omega\sum_{\mathbf K}iK_xf_{\mathbf K}e^{-i\mathbf K\cdot\mathbf s}\), the derivative already found.

**Q:** I was told that the cure is to make the density's aliased components small. Is that the same condition?

**A:** No. The components that matter belong to \(f\), the XC energy density. Consider \(n=1+0.8\cos\theta\) on six equally spaced points. It has no component at harmonic 6, so its average is independent of the shift. Its square reaches harmonic 2 and is safe too. But exchange in the LDA goes as \(n^{4/3}\), and

\[
(1+\beta\cos\theta)^{4/3}=\sum_{k=0}^{\infty}\binom{4/3}{k}\beta^k\cos^k\theta
\]

does not terminate. Harmonic 6 appears in \(\cos^k\theta\) for even \(k\ge6\), each time with a positive coefficient. The binomial coefficients of even \(k\ge2\) are also positive, because each step of two in \(k\) multiplies by two negative factors. Nothing can cancel. The average of \(n^{4/3}\) over the six points changes by \(2.442\times10^{-4}\) between shifts of zero and half a spacing. Direct summation and Fourier quadrature agree on this value.

**Q:** Then why does a smoother density help in practice?

**A:** It usually makes \(f\) smoother as well. A Gaussian on a line shows the relation. Completing the square in the Fourier integral gives

\[
\int_{-\infty}^{\infty}e^{-p\alpha x^2}e^{-iKx}dx
=\sqrt{\frac{\pi}{p\alpha}}\,e^{-K^2/(4p\alpha)} .
\]

The density has \(p=1\) and decays as \(e^{-K^2/4\alpha}\). Its exchange energy density has \(p=4/3\) and decays as \(e^{-3K^2/16\alpha}\), more slowly, because the 4/3 power narrows the peak in real space. To bring the second exponent to the value of the first, \(K\) must grow by a factor \(2/\sqrt3\), so the spacing must shrink to \(\sqrt3/2\) of its value, a reduction of about 13%.

For \(\alpha=1\) and \(h=1\) bohr, \(K^2/4=\pi^2\). The difference between the sums at \(s=0\) and \(s=h/2\) is \(4\sqrt{\pi/p}\,e^{-\pi^2/p}\) to leading order. This gives \(3.67\times10^{-4}\) for \(n\) and \(3.74\times10^{-3}\) for \(n^{4/3}\), ten times more.

The link between the two kinds of smoothness can also break. Suppose the whole density vanishes as \(x^2\) on a plane, as for a single orbital with a nodal plane. The density is smooth there, but \(n^{4/3}\propto|x|^{8/3}\) is not. A function homogeneous of degree \(q\) in one dimension has a transform homogeneous of degree \(-q-1\), so this singularity contributes a tail \(|K|^{-11/3}\). The ripple then falls as a power of \(h\), however fast the density's own components decay.

**Q:** My electrons are not frozen. They relax after the shift. Doesn't self-consistency remove the error?

**A:** Not to first order. View the problem from the moving crystal. The energy to be minimized is \(E_0[n]+W_s[n]\), where \(E_0\) has the true XC integral and \(W_s\) is the grid error. Let \(n_0\) minimize \(E_0\). A density change \(\delta n\) driven by \(W_s\) is itself of first order in \(W_s\), and \(E_0\) is stationary at \(n_0\), so

\[
E(s)=E_0[n_0]+W_s[n_0]+O(W_s^2).
\]

The frozen-density ripple is the leading term, provided \(W_s\) is small and the electrons respond smoothly.

**Q:** And the forces my code prints are Hellmann-Feynman forces, which contain the ionic potential rather than \(v_{xc}\). How do they know about the grid?

**A:** Through the density. For clarity, take a local ionic potential \(V\). Plane waves do not move with the atoms and the orbitals are stationary, so only the explicit motion of \(V(\mathbf r-\mathbf s)\) contributes:

\[
F_{\rm net}=-\int n\,\frac{\partial V}{\partial s}\,d^3r
=\int n\,\partial_xV\,d^3r=-\int V\,\partial_xn\,d^3r .
\]

The last step is integration by parts over a period. The ion-ion energy adds nothing, since it is unchanged by a common shift.

Now hold the atoms still and translate the orbitals by a small \(t\). This stays within the plane-wave basis, since each coefficient only gains a phase. The density changes by \(-t\,\partial_xn\), while the kinetic and Hartree energies do not change. Stationarity therefore demands

\[
0=-t\left[\int V\partial_xn\,d^3r+\frac{\Omega}{N^3}\sum_jv_{xc}(n_j)\partial_xn_j\right].
\]

Combining the two results,

\[
F_{\rm net}=\frac{\Omega}{N^3}\sum_jv_{xc}(n_j)\,\partial_xn_j .
\]

The drift is the correct derivative of an energy that is not translation invariant.

**Q:** Has that been tried on a case where the electrons do relax?

**A:** Yes, on a one-dimensional model crystal of period 6.5 bohr with two electrons per cell, both in the lowest orbital at zero crystal wavevector. It has Gaussian wells of depth 2.5 and 2.0 Ha, 2.5 bohr apart, with width parameter 0.4 bohr. The electrons repel as \(e^{-|x-x'|}\), and the XC energy density is \(-0.3\,n^{4/3}\). Plane waves run to harmonic 4, so the density stops at harmonic 8. With 13 XC points, \(h=0.5\) bohr and the first aliased harmonic is 13, where the density has no component at all. This grid is coarse: holding the whole density takes 17 points, and on 13 points even \(n^2\), which reaches harmonic 16, would ripple.

The energy nevertheless ripples: \(E(0)-E(h/2)=-1.284\times10^{-6}\) Ha. The frozen density gives the same value to all six printed digits. This comparison flatters the first-order result. Second-order terms made from the leading harmonic are either constant or vary as \(e^{\pm2iKs}\), and both kinds cancel between \(s=0\) and \(s=h/2\).

At \(s=h/4\) the atomic forces add up to \(-8.067\times10^{-6}\) Ha/bohr. The grid sum of \(v_{xc}\,dn/dx\) gives the same figure, and the numerical derivative of the energy gives \(-8.066\times10^{-6}\). With 104 XC points and the same plane waves, the net force falls to rounding error. With 17 points, just enough to hold the density, the effect shrinks but survives: the ripple is about \(1.6\times10^{-8}\) Ha and the net force at a quarter spacing is about \(1.3\times10^{-7}\) Ha/bohr.

**Q:** Many codes subtract the average force so that the drift disappears. Is the problem then solved?

**A:** The drift is gone, but the relative forces can still be wrong. In the same model at \(s=h/4\), the errors relative to the 104-point forces are \(1.10\times10^{-6}\) and \(-9.17\times10^{-6}\) Ha/bohr. Their mean is \(-4.03\times10^{-6}\). Subtracting it leaves \(+5.14\times10^{-6}\) on the first atom and \(-5.14\times10^{-6}\) on the second. The larger error has shrunk, but the first atom's has grown almost fivefold.

There is also a case with no drift to warn you. Let two identical atoms have frozen densities that do not overlap, each giving a component \(g_K\) when centred at the origin. Then

\[
f_K=g_K\left(e^{-iK\tau_1}+e^{-iK\tau_2}\right).
\]

If \(\tau_2-\tau_1\) is an odd multiple of \(h/2\), the phases differ by an odd multiple of \(\pi\) and \(f_K=0\). The leading drift vanishes at every shift. Each atom still has its own ripple, and the two spurious forces are equal and opposite. Subtracting the mean leaves them untouched, and if the bond has a component along the shift axis, they act directly on its length.

**Q:** How large is the effect for a real element?

**A:** Take simple cubic phosphorus with one atom per cell and \(a=4.5\) bohr. I superpose spherical free-atom valence densities, computed in spin-polarized LDA with the ccECP effective core and an s,p Gaussian basis, and treat the crystal as nonmagnetic. With one atom per cell, the net force is the force on that atom. Its true value is zero, so any force in the table is spurious. The lattice and density are held fixed while the grid changes. The density also keeps components that a coarse grid could not hold. A code that cuts them off will find a different ripple: at \(N=10\), keeping only harmonics inside a sphere of radius 5 makes it more than twice as large. The cut density dips slightly below zero at some points, which are counted as zero here.

| \(N\) | \(\Omega n_K\) | \(\Omega f_K\) (Ha) | \(E(0)-E(h/2)\) (Ha) | \(F(h/4)\) (Ha/bohr) |
|---|---|---|---|---|
| 8 | \(-6.5\times10^{-5}\) | \(5.02\times10^{-5}\) | \(1.90\times10^{-4}\) | \(1.06\times10^{-3}\) |
| 10 | \(1.8\times10^{-6}\) | \(-3.55\times10^{-6}\) | \(-1.38\times10^{-5}\) | \(-9.64\times10^{-5}\) |
| 12 | \(4.1\times10^{-7}\) | \(-1.09\times10^{-7}\) | \(-4.55\times10^{-7}\) | \(-3.81\times10^{-6}\) |
| 16 | \(-2.1\times10^{-9}\) | \(-6.9\times10^{-10}\) | \(-3.2\times10^{-9}\) | \(-3.6\times10^{-8}\) |
| 20 | \(4.1\times10^{-11}\) | \(-1.7\times10^{-10}\) | \(-6.8\times10^{-10}\) | \(-9\times10^{-9}\) |

Follow the row \(N=10\), where \(h=0.45\) bohr. The leading pair gives \(4\Omega f_K=-1.42\times10^{-5}\) Ha. The full sum, which includes vectors with \(y\) and \(z\) components, gives \(-1.38\times10^{-5}\) Ha. Multiplying by \(\pi/h=6.98\) bohr\(^{-1}\) yields \(-9.64\times10^{-5}\) Ha/bohr, as in the last column. In laboratory units the force is \(-5.0\) meV/Å. It is 55 meV/Å at \(N=8\).

Only these two rows indicate the size for phosphorus. With larger Gaussian bases the ripple moves by about 10 to 20% at \(N=8\) and by up to about 50% at \(N=10\). Solving the atom's radial equations without a Gaussian basis reduces its size by 24% and 40%, to \(1.44\times10^{-4}\) and \(-8.3\times10^{-6}\) Ha. Both grids are coarse: they hold the full density only for plane-wave cutoffs up to about 106 and 166 eV, lower than is usual in practice. The finer rows describe the density of this particular basis of eight s and eight p functions. With 14 or 16 of each, reaching steeper exponents, the ripple at \(N=12\) changes sign and becomes roughly ten times larger, between \(3\times10^{-6}\) and \(9\times10^{-6}\) Ha depending on the basis. The radial solution gives \(3.7\times10^{-6}\) Ha. The much smaller values at \(N=16\) and 20 should not be read as properties of phosphorus either.

The energies and forces in the table were obtained both from the Fourier coefficients and from a direct lattice sum at shifted points. For \(N=8\) and 10 the two agree to better than 0.1%. For \(N=16\) and 20 the effect is smaller than the absolute error allowed in the program's test, so the test says nothing about those rows. The printed values still agree there, to within 0.5% for the energy ripple and 5% for the force.

**Q:** The columns for \(n_K\) and \(f_K\) do not run in parallel.

**A:** They would if \(f\) were proportional to \(n\). Because the XC energy is negative, the two would then have opposite signs and a fixed ratio. Here the signs agree at \(N=16\), and the ratio of the magnitudes, in hartree, ranges from about 0.3 to 4. Between \(N=16\) and 20, \(n_K\) falls by a factor of 50 but \(f_K\) only by about 4. These fine-grid values depend on the Gaussian basis, so the pattern is not a property of phosphorus. For the given density, it does show that the density's spectrum alone is an unsafe guide to the force.

**Q:** Would a gradient-corrected functional behave similarly?

**A:** The same law holds, but the coefficients are different. With the LDA density from the radial solution, which uses no Gaussian basis, PBE gives a ripple of about \(-5\times10^{-5}\) Ha at \(N=8\), \(+2\times10^{-6}\) Ha at \(N=10\) and \(+2\times10^{-5}\) Ha at \(N=12\). The small value at \(N=10\) is delicate: large Gaussian bases give it the opposite sign. With all these densities, however, the ripple is larger at \(N=12\) than at \(N=10\), although the grid is finer. One small ripple is thus no proof of convergence. The PBE figures in the output below belong to the smaller basis, where the \(N=8\) value is more than ten times smaller. They come from Fourier coefficients on a finite grid; a direct lattice sum changes that value from \(-2.5\times10^{-6}\) to \(-3.7\times10^{-6}\) Ha. Take them as a sign of how sensitive PBE is to the details of the density, not as values for phosphorus.

**Q:** How far should I trust the phosphorus numbers, and what do they mean for my hafnia films?

**A:** Phosphorus does adopt the simple cubic structure under pressure, with a lattice constant of roughly 0.24 nm, close to the 0.238 nm used here. The real solid has a bonded density, which this one lacks. In the small Gaussian basis, neighbour overlap changes the leading coefficient at \(N=10\) by only 3%, from \(-3.66\times10^{-6}\) Ha for a lone atom to \(-3.55\times10^{-6}\) Ha in the crystal. That measures overlap of frozen atoms, not bond formation or self-consistent response, which I have not sized for phosphorus. A core density added to the XC term would also change \(f_K\).

The numbers do not carry over to hafnia, whose atoms and pseudopotentials are different. The mechanism does. Along a polarization-switching path, oxygen atoms move relative to the grid as well as to the hafnium atoms, so the ripple enters the energy profile. Energy differences between competing hafnia phases can be as small as tens of meV per formula unit, so the ripple must be kept well below the difference you want to resolve.

**Q:** What should I do before trusting a force?

**A:** Shift the whole crystal by \(h/4\) and \(h/2\) along each grid axis in turn, keeping the plane-wave cutoff fixed. Switch off symmetrization and read the net force before any mean is removed, because either step can hide the drift. For each axis, compare the energy and the net force at all three positions, including the starting one. Symmetry can hide the drift at one position, or make the energies at two positions equal, so a single comparison is not enough. Then refine the XC grid and compare the individual forces after removing their mean, since that is where the error can survive. Do this at the positions shifted by \(h/4\) of the original grid as well as at the start, because symmetry can hide these errors too. If the changes are too large, use the finer grid or a pseudopotential with a smoother valence density, and repeat the shifts with the functional you intend to use. If your code also evaluates its kinetic or ionic terms on a real-space grid, those terms can ripple too, and the shifts will show the combined error. The full figures are in the numerical output below.

## Table of computed values

```
Cosine density, 6 points: ripple of mean n = 0.0e+00
  ripple of mean n^2 = 0.0e+00
  ripple of mean n^(4/3): sum 2.44242e-04, Fourier 2.44242e-04
Gaussian exp(-x^2), h = 1 bohr: ripple of n sum = 3.6671e-04
  ripple of n^(4/3) sum = 3.7448e-03
1D crystal: length 6.5 bohr, 13 points, plane waves to 4
  well depths (2.5, 2.0) Ha at (0.0, 2.5) bohr, width 0.4 bohr
  XC strength 0.3, lowest density 0.0340 per bohr
  ripple E(0)-E(h/2): self-consistent -1.28396e-06 Ha
  ripple from frozen density -1.28396e-06 Ha
  relaxation part / ripple amplitude 2.58e-08
  shift h/4: sum of atomic forces -8.06733e-06 Ha/bohr
  -dE/ds by differences -8.06648e-06 Ha/bohr
  grid sum of v_xc dn/dx -8.06733e-06 Ha/bohr
  net force on 104 points -3.9e-15 Ha/bohr
  force errors on atoms 1.102e-06, -9.169e-06 Ha/bohr
  error left on atom 1 after mean removal 5.135e-06 Ha/bohr
Simple cubic P: a = 4.5 bohr, valence electrons 5.000000
  density range 0.0049 to 0.1076 per bohr^3
  XC energy per cell: LDA -1.722452 Ha
  n_K, f_K: leading aliased coefficients times cell volume
  ripple = E(0)-E(h/2) in Ha; force at shift h/4 in Ha/bohr
N=8 h=0.5625 bohr: n_K -6.527e-05, f_K 5.021e-05 Ha
  ripple: direct 1.9034e-04, Fourier 1.9034e-04, PBE -2.514e-06
  force: direct 1.0631e-03, Fourier 1.0631e-03
  = 5.179e+00 meV, 5.466e+01 meV/Angstrom
N=10 h=0.4500 bohr: n_K 1.773e-06, f_K -3.553e-06 Ha
  ripple: direct -1.3812e-05, Fourier -1.3812e-05, PBE -4.782e-06
  force: direct -9.6422e-05, Fourier -9.6425e-05
  = -3.758e-01 meV, -4.958e+00 meV/Angstrom
N=12 h=0.3750 bohr: n_K 4.079e-07, f_K -1.085e-07 Ha
  ripple: direct -4.5503e-07, Fourier -4.5503e-07, PBE 2.697e-05
  force: direct -3.8114e-06, Fourier -3.8121e-06
  = -1.238e-02 meV, -1.960e-01 meV/Angstrom
N=16 h=0.2812 bohr: n_K -2.052e-09, f_K -6.864e-10 Ha
  ripple: direct -3.2410e-09, Fourier -3.2446e-09, PBE 1.099e-07
  force: direct -3.6235e-08, Fourier -3.6243e-08
  = -8.829e-05 meV, -1.864e-03 meV/Angstrom
N=20 h=0.2250 bohr: n_K 4.073e-11, f_K -1.677e-10 Ha
  ripple: direct -6.8037e-10, Fourier -6.7754e-10, PBE 5.152e-08
  force: direct -9.0192e-09, Fourier -9.4602e-09
  = -1.844e-05 meV, -4.865e-04 meV/Angstrom
N=10 leading f_K: lone atom -3.6632e-06 Ha, crystal -3.5534e-06 Ha
```
